# Orientation-averaged excluded area of two convex adsorbed footprints: verification in Python

```python
# Result under test: two convex plane footprints with areas A1, A2 and
# perimeters P1, P2 have the orientation-averaged excluded area
#     E = A1 + A2 + P1*P2/(2*pi),   equal to 4*A for identical disks.
# Excluded area: area of the positions of footprint 2 that overlap footprint 1.
# Example footprints are convex hulls of equal disks: a "core" (point, segment
# or triangle joining the disk centres) widened by the disk radius.
# Lengths are in nm, areas in nm^2, number densities in nm^-2.
import numpy as np
from scipy import constants
from scipy.spatial import ConvexHull
from scipy.stats import qmc

rng = np.random.default_rng(12345)
TWO_PI = 2 * np.pi


def mean_excluded(area1, perim1, area2, perim2):
    return area1 + area2 + perim1 * perim2 / TWO_PI


def rotate(points, angle):
    c, s = np.cos(angle), np.sin(angle)
    return points @ np.array([[c, s], [-s, c]])


def difference_hull(points1, points2, angle):
    """Convex hull of all differences a - R b: the excluded region."""
    diff = points1[:, None, :] - rotate(points2, angle)[None, :, :]
    return ConvexHull(diff.reshape(-1, 2))


def edges(poly):
    """Edge lengths and outward unit normals, counterclockwise polygon."""
    e = np.roll(poly, -1, axis=0) - poly
    length = np.hypot(e[:, 0], e[:, 1])
    return length, np.stack((e[:, 1], -e[:, 0]), axis=1) / length[:, None]


def support(poly, directions):
    return (directions @ poly.T).max(axis=1)


# ---- random convex polygons: explicit difference sets against the formulas
angles = np.arange(720) * TWO_PI / 720 + 1e-4
phi = np.arange(20000) * TWO_PI / 20000
circle = np.stack((np.cos(phi), np.sin(phi)), axis=1)
err_edge = err_perimeter = err_mean = 0.0
for _ in range(4):
    polys, hulls = [], []
    for _ in range(2):
        pts = rng.normal(size=(7, 2)) + rng.normal(size=2)
        hull = ConvexHull(pts)
        hulls.append(hull)
        polys.append(pts[hull.vertices])
    # in two dimensions scipy calls the area "volume" and the perimeter "area"
    a1, a2 = hulls[0].volume, hulls[1].volume
    p1, p2 = hulls[0].area, hulls[1].area
    for poly, perim in zip(polys, (p1, p2)):
        integral = support(poly, circle).mean() * TWO_PI
        err_perimeter = max(err_perimeter, abs(integral / perim - 1))
    turned = -rotate(polys[1], 0.7)
    len1, nrm1 = edges(polys[0])
    len2, nrm2 = edges(turned)
    by_edges = (a1 + a2 + 0.5 * len1 @ support(turned, nrm1)
                + 0.5 * len2 @ support(polys[0], nrm2))
    direct = difference_hull(polys[0], polys[1], 0.7).volume
    err_edge = max(err_edge, abs(by_edges / direct - 1))
    mean = np.mean([difference_hull(*polys, t).volume for t in angles])
    err_mean = max(err_mean, abs(mean / mean_excluded(a1, p1, a2, p2) - 1))
assert err_edge < 1e-10
assert err_perimeter < 1e-5   # quadrature across the kinks of the support
assert err_mean < 2e-4        # angular grid across the kinks of the area

# ---- example footprints (rough molecular sizes)
SIDE, R_TA = 0.40, 0.25       # Ta fragment: ligand-disk spacing and radius
LENGTH, R_ROD = 0.50, 0.20    # inhibitor: disk spacing and radius
POINT = np.zeros((1, 2))
ROD = np.array([[-LENGTH / 2, 0.0], [LENGTH / 2, 0.0]])
corner = np.pi / 2 + np.arange(3) * TWO_PI / 3
TRI = SIDE / np.sqrt(3) * np.stack((np.cos(corner), np.sin(corner)), axis=1)


def widened(core_area, core_perimeter, radius):
    return (core_area + core_perimeter * radius + np.pi * radius**2,
            core_perimeter + TWO_PI * radius)


TRI_AREA = np.sqrt(3) / 4 * SIDE**2
A_ta, P_ta = widened(TRI_AREA, 3 * SIDE, R_TA)
A_rod, P_rod = widened(0.0, 2 * LENGTH, R_ROD)


def place(core, shift, angle):
    c, s = np.cos(angle)[:, None], np.sin(angle)[:, None]
    x = c * core[:, 0] - s * core[:, 1] + shift[:, :1]
    y = s * core[:, 0] + c * core[:, 1] + shift[:, 1:]
    return np.stack((x, y), axis=-1)


def corner_to_edge(points, poly):
    """Least distance from any of the points to any edge of the core."""
    best = np.full(len(points), np.inf)
    n = poly.shape[1]
    for j in range(n):
        start = poly[:, j]
        e = poly[:, (j + 1) % n] - start
        e2 = np.maximum((e * e).sum(axis=1), 1e-30)
        for i in range(points.shape[1]):
            d = points[:, i] - start
            t = np.clip((d * e).sum(axis=1) / e2, 0, 1)[:, None]
            best = np.minimum(best, ((d - t * e)**2).sum(axis=1))
    return np.sqrt(best)


def core_gap(core1, core2):
    # Crossing cores are also caught: a corner then lies within half an edge
    # of the other core, which is less than every contact distance used here.
    return np.minimum(corner_to_edge(core1, core2),
                      corner_to_edge(core2, core1))


# ---- direct overlap count over positions and angles (distances only)
sample = qmc.Sobol(3, seed=7).random_base2(18)
HALF = 1.0                    # half side of the sampled square
xy = (2 * sample[:, :2] - 1) * HALF
theta = TWO_PI * sample[:, 2]
origin, zero = np.zeros_like(xy), np.zeros(len(xy))


def counted_area(core1, core2, contact):
    gap = core_gap(place(core1, origin, zero), place(core2, xy, theta))
    return (gap < contact).mean() * (2 * HALF)**2


TOL = 5e-3                    # sampling error of the count, nm^2
assert abs(counted_area(TRI, POINT, R_TA) - A_ta) < TOL
assert abs(counted_area(ROD, POINT, R_ROD) - A_rod) < TOL
E_mix = mean_excluded(A_ta, P_ta, A_rod, P_rod)
E_ta = mean_excluded(A_ta, P_ta, A_ta, P_ta)
E_rod = mean_excluded(A_rod, P_rod, A_rod, P_rod)
C_mix = counted_area(TRI, ROD, R_TA + R_ROD)
C_ta = counted_area(TRI, TRI, 2 * R_TA)
C_rod = counted_area(ROD, ROD, 2 * R_ROD)
r_disk = np.sqrt(A_ta / np.pi)    # disk with the area of the Ta fragment
C_disk = counted_area(POINT, POINT, 2 * r_disk)
for counted, formula in ((C_mix, E_mix), (C_ta, E_ta), (C_rod, E_rod),
                         (C_disk, 4 * A_ta)):
    assert abs(counted - formula) < TOL
assert C_ta > 4 * A_ta and C_rod > 4 * A_rod


# ---- dependence on the relative angle
def area_at_angle(core1, core2, contact, angle):
    hull = difference_hull(core1, core2, angle)
    return hull.volume + hull.area * contact + np.pi * contact**2


mix_theta = np.array([area_at_angle(TRI, ROD, R_TA + R_ROD, t)
                      for t in angles])
rod_theta = np.array([area_at_angle(ROD, ROD, 2 * R_ROD, t) for t in angles])
assert abs(mix_theta.mean() - E_mix) < 1e-4
assert abs(rod_theta.mean() - E_rod) < 1e-4
E_locked = 0.5 * (rod_theta[0] + rod_theta[180])   # rods at 0 and 90 degrees

# ---- non-convex outline: three ligand disks with the notches left open
tri_placed = place(TRI, origin, zero)
rod_placed = place(ROD, xy, theta)
C_open = ((corner_to_edge(tri_placed, rod_placed) < R_TA + R_ROD).mean()
          * (2 * HALF)**2)
distance = np.linalg.norm(xy[:, None, :] - TRI[None], axis=2).min(axis=1)
A_open = (distance < R_TA).mean() * (2 * HALF)**2
P_open = 3 * R_TA * (5 * np.pi / 3 - 2 * np.arccos(SIDE / (2 * R_TA)))
E_open = mean_excluded(A_open, P_open, A_rod, P_rod)
assert E_open - C_open > 0.02     # the formula fails without convexity

# ---- square site lattice, rough spacing of the TaN (100) face
LATTICE = 0.43                    # rough cubic lattice constant
spacing = LATTICE / np.sqrt(2)
k = np.arange(-4, 5) * spacing
mid = (np.arange(60) + 0.5) / 60
gx, gy, g1, g2 = np.meshgrid(k, k, mid * TWO_PI / 3, mid * np.pi,
                             indexing="ij")
site = np.stack((gx.ravel(), gy.ravel()), axis=1)
gap = core_gap(place(TRI, np.zeros_like(site), g1.ravel()),
               place(ROD, site, g2.ravel()))
sites_blocked = (gap < R_TA + R_ROD).sum() / mid.size**2
E_sites = sites_blocked * spacing**2

# ---- softer contacts at deposition temperature: repulsion ~ exp(-d/decay),
# contact taken where the repulsion equals the thermal energy
DECAY = 0.03
T_room = 25 + constants.zero_Celsius
T_dep = 250 + constants.zero_Celsius
shrink = DECAY * np.log(T_dep / T_room)
soft_ta = widened(TRI_AREA, 3 * SIDE, R_TA - shrink / 2)
soft_rod = widened(0.0, 2 * LENGTH, R_ROD - shrink / 2)
E_soft = mean_excluded(*soft_ta, *soft_rod)

# ---- blocked fraction on simulated periodic surfaces
BOX, SURFACES, TRIALS = 10.0, 400, 400


def wrap(d):
    return d - BOX * np.round(d / BOX)


def blocked_fraction(count, hard):
    """Place rods (hard: overlaps rejected), then try Ta fragments."""
    pos = np.zeros((SURFACES, count, 2))
    ang = np.zeros((SURFACES, count))
    for n in range(count):
        todo = np.arange(SURFACES)
        while todo.size:
            pos[todo, n] = rng.uniform(0, BOX, (todo.size, 2))
            ang[todo, n] = rng.uniform(0, TWO_PI, todo.size)
            if n == 0 or not hard:
                break
            shift = wrap(pos[todo, :n] - pos[todo, n][:, None])
            shift = shift.reshape(-1, 2)
            new = place(ROD, np.zeros_like(shift), np.repeat(ang[todo, n], n))
            old = place(ROD, shift, ang[todo, :n].ravel())
            hit = core_gap(new, old).reshape(-1, n) < 2 * R_ROD
            todo = todo[hit.any(axis=1)]
    rates = np.zeros(SURFACES)
    for s in range(SURFACES):
        trial = rng.uniform(0, BOX, (TRIALS, 2))
        turn = np.repeat(rng.uniform(0, TWO_PI, TRIALS), count)
        shift = wrap(pos[s][None] - trial[:, None]).reshape(-1, 2)
        gap = core_gap(place(TRI, np.zeros_like(shift), turn),
                       place(ROD, shift, np.tile(ang[s], TRIALS)))
        hit = gap.reshape(TRIALS, count) < R_TA + R_ROD
        rates[s] = hit.any(axis=1).mean()
    return rates.mean(), rates.std(ddof=1) / np.sqrt(SURFACES)


free, free_se = blocked_fraction(20, hard=False)
free_theory = 1 - (1 - E_mix / BOX**2)**20
assert abs(free - free_theory) < 4 * free_se
table = []
for count in (5, 20):
    rho = count / BOX**2
    sim, se = blocked_fraction(count, hard=True)
    linear, poisson = rho * E_mix, 1 - np.exp(-rho * E_mix)
    assert poisson - 4 * se < sim < linear + 4 * se
    table.append((rho, linear, poisson, sim, se))
assert table[1][2] + 3 * table[1][4] < table[1][3]
assert table[1][3] < table[1][1] - 3 * table[1][4]


def percent(value, reference):
    return 100 * (value / reference - 1)


print("Random polygons, largest relative errors over 4 pairs:")
print(f"  edge formula at one angle      {err_edge:.1e}")
print(f"  integral of support = perimeter {err_perimeter:.1e}")
print(f"  orientation-averaged formula   {err_mean:.1e}")
print(f"Ta fragment: disk spacing {SIDE:.2f} nm, disk radius {R_TA:.2f} nm")
print(f"  area {A_ta:.4f} nm^2, perimeter {P_ta:.4f} nm")
print(f"Inhibitor: disk spacing {LENGTH:.2f} nm, disk radius {R_ROD:.2f} nm")
print(f"  area {A_rod:.4f} nm^2, perimeter {P_rod:.4f} nm")
print("Mean excluded area, formula | direct overlap count (nm^2):")
print(f"  Ta fragment - inhibitor   {E_mix:.4f} | {C_mix:.3f}")
print(f"  Ta fragment - Ta fragment {E_ta:.4f} | {C_ta:.3f}")
print(f"  inhibitor - inhibitor     {E_rod:.4f} | {C_rod:.3f}")
print(f"  equal disks, radius {r_disk:.4f} nm: {4 * A_ta:.4f} | {C_disk:.3f}")
print(f"Perimeter term P1*P2/(2 pi), mixed pair: "
      f"{P_ta * P_rod / TWO_PI:.4f} nm^2")
print(f"Excluded area / own area: Ta {E_ta / A_ta:.3f}, "
      f"inhibitor {E_rod / A_rod:.3f}, disk count {C_disk / A_ta:.3f}")
print("Blocked fraction for an arriving Ta fragment:")
for rho, linear, poisson, sim, se in table:
    print(f"  inhibitor density {rho:.2f} nm^-2 = {rho * 1e14:.1e} cm^-2")
    print(f"    density x excluded area {linear:.4f}, "
          f"1-exp(-that) {poisson:.4f}")
    print(f"    simulated, hard inhibitors {sim:.4f} +- {se:.4f}")
print(f"  overlapping inhibitors, 20 in {BOX:.0f} nm x {BOX:.0f} nm: "
      f"simulated {free:.4f} +- {free_se:.4f}")
print(f"    finite-box formula {free_theory:.4f}")
print("Neglected effects:")
print(f"  mixed pair, range over angle: {mix_theta.min():.4f} to "
      f"{mix_theta.max():.4f} nm^2")
print(f"  inhibitor pair, range over angle: {rod_theta.min():.4f} to "
      f"{rod_theta.max():.4f} nm^2")
print(f"  inhibitors locked to 0 and 90 deg: {E_locked:.4f} nm^2 "
      f"({percent(E_locked, E_rod):+.1f} %)")
print(f"  site lattice: constant {LATTICE:.2f} nm, spacing {spacing:.3f} nm")
print(f"    sites blocked {sites_blocked:.2f}, area {E_sites:.3f} nm^2 "
      f"({percent(E_sites, E_mix):+.1f} %)")
print(f"  open notches: outline area {A_open:.3f} nm^2, "
      f"perimeter {P_open:.3f} nm")
print(f"    counted {C_open:.3f} nm^2 ({percent(C_open, C_mix):+.1f} % "
      f"from hull), formula misused {E_open:.3f} nm^2")
print(f"  soft contacts: decay {DECAY:.2f} nm, {T_room:.0f} K to "
      f"{T_dep:.0f} K, contact shorter by {shrink:.4f} nm")
print(f"    excluded area {E_soft:.4f} nm^2 ({percent(E_soft, E_mix):+.1f} %)")
print("tests ok")
```

Printed output:

```
Random polygons, largest relative errors over 4 pairs:
  edge formula at one angle      2.2e-16
  integral of support = perimeter 3.3e-09
  orientation-averaged formula   5.6e-07
Ta fragment: disk spacing 0.40 nm, disk radius 0.25 nm
  area 0.5656 nm^2, perimeter 2.7708 nm
Inhibitor: disk spacing 0.50 nm, disk radius 0.20 nm
  area 0.3257 nm^2, perimeter 2.2566 nm
Mean excluded area, formula | direct overlap count (nm^2):
  Ta fragment - inhibitor   1.8864 | 1.886
  Ta fragment - Ta fragment 2.3531 | 2.353
  inhibitor - inhibitor     1.4618 | 1.461
  equal disks, radius 0.4243 nm: 2.2625 | 2.263
Perimeter term P1*P2/(2 pi), mixed pair: 0.9951 nm^2
Excluded area / own area: Ta 4.160, inhibitor 4.489, disk count 4.000
Blocked fraction for an arriving Ta fragment:
  inhibitor density 0.05 nm^-2 = 5.0e+12 cm^-2
    density x excluded area 0.0943, 1-exp(-that) 0.0900
    simulated, hard inhibitors 0.0913 +- 0.0007
  inhibitor density 0.20 nm^-2 = 2.0e+13 cm^-2
    density x excluded area 0.3773, 1-exp(-that) 0.3143
    simulated, hard inhibitors 0.3404 +- 0.0012
  overlapping inhibitors, 20 in 10 nm x 10 nm: simulated 0.3183 +- 0.0015
    finite-box formula 0.3167
Neglected effects:
  mixed pair, range over angle: 1.8687 to 1.8955 nm^2
  inhibitor pair, range over angle: 1.3027 to 1.5527 nm^2
  inhibitors locked to 0 and 90 deg: 1.4277 nm^2 (-2.3 %)
  site lattice: constant 0.43 nm, spacing 0.304 nm
    sites blocked 20.19, area 1.866 nm^2 (-1.1 %)
  open notches: outline area 0.530 nm^2, perimeter 2.962 nm
    counted 1.869 nm^2 (-0.9 % from hull), formula misused 1.919 nm^2
  soft contacts: decay 0.03 nm, 298 K to 523 K, contact shorter by 0.0169 nm
    excluded area 1.8025 nm^2 (-4.4 %)
tests ok
```
